# Exchange-correlation potentials from correlated wave functions: the RKS formula, part 2

A correlated wave function (WF) \(\Psi\) gives the Kohn–Sham (KS) potential \(v_{\rm xc}\) through the RKS formula (9) or its modified form, mRKS (11). Hartree atomic units are used (energies in Ha). Here \(h=-\tfrac12\nabla^2+v\), with nuclear attraction \(v\); \(\gamma\) and \(\Gamma\) are the spin-summed one- and two-particle density matrices, \(\rho\) the density, \(v_{\rm H}\) and \(E_{\rm H}\) its Hartree potential and energy, and \(v_{\rm hole}\) the potential of the exchange-correlation hole. KS orbitals \(\phi_i\) have energies \(\varepsilon_i\) and occupations \(n_i\).
\[
\frac{\tau_L^{\rm KS}}{\rho^{\rm KS}}+v+v_{\rm H}+v_{\rm xc}=\bar\varepsilon^{\rm KS},\qquad
\tau_L^{\rm KS}=-\tfrac12\sum_in_i\phi_i\nabla^2\phi_i,\qquad
\bar\varepsilon^{\rm KS}=\frac{\sum_in_i\varepsilon_i\phi_i^2}{\rho^{\rm KS}} .
\tag{3}
\]
\[
G(\mathbf r,\mathbf r')=h(\mathbf r)\gamma(\mathbf r,\mathbf r')+2\int\frac{\Gamma(\mathbf r,\mathbf r_2;\mathbf r',\mathbf r_2)}{|\mathbf r-\mathbf r_2|}\,d\mathbf r_2 .
\tag{5}
\]
\[
\frac{\tau_L^{\rm WF}}{\rho^{\rm WF}}+v+v_{\rm H}+v_{\rm hole}=\bar\varepsilon^{\rm WF},\qquad
\tau_L^{\rm WF}=-\tfrac12\nabla^2\gamma(\mathbf r,\mathbf r')\big|_{\mathbf r'=\mathbf r},\qquad
\bar\varepsilon^{\rm WF}=\frac{G(\mathbf r,\mathbf r)}{\rho^{\rm WF}} .
\tag{6}
\]
With \(T=\int\tau_L^{\rm WF}\), \(V=\int\rho v\) and repulsion energy \(V_{ee}\), \(\operatorname{tr}G=E+V_{ee}\). For an eigenstate, Dyson orbitals \(g_k\) belong to ion states \(\Phi_k\), and \(I=I_0\):
\[
\gamma(\mathbf r,\mathbf r')=\sum_{k\sigma}g_k(\mathbf r\sigma)g_k(\mathbf r'\sigma),\qquad
G(\mathbf r,\mathbf r')=-\sum_{k\sigma}I_k\,g_k(\mathbf r\sigma)g_k(\mathbf r'\sigma),\qquad I_k=E^{N-1}_k-E_N .
\tag{7}
\]
\[
v_{\rm xc}=v_{\rm hole}+\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}+\frac{\tau^{\rm WF}}{\rho^{\rm WF}}-\frac{\tau^{\rm KS}}{\rho^{\rm KS}}
\tag{9}
\]
With \(\gamma=\sum_a\chi_a\chi_a\), \(\chi_a=\sqrt\rho\,a_a\), \(\tau=\tfrac12\sum_a|\nabla\chi_a|^2\):
\[
\tau=\tau_W+\tau_P,\qquad \tau_W=\tfrac12|\nabla\sqrt\rho|^2=\frac{|\nabla\rho|^2}{8\rho},\qquad \frac{\tau_P}{\rho}=\tfrac12\sum_a|\nabla a_a|^2\ge0 .
\tag{10}
\]
\[
v_{\rm xc}=v_{\rm hole}+\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}+\frac{\tau_P^{\rm WF}}{\rho^{\rm WF}}-\frac{\tau_P^{\rm KS}}{\rho^{\rm KS}} .
\tag{11}
\]
At large \(r\), with \(b_k=g_k/g_0\), \(\kappa=\sqrt{2I}\), \(V_{k0}\) the potential of the \(\Phi_k\), \(\Phi_0\) transition density, \(\rho_{N-1}\) the ion density and \(\alpha\) its polarizability:
\[
b_k\simeq-\frac{V_{k0}}{I_k-I}\left[1+\frac{2\kappa}{(I_k-I)\,r}+\dots\right].
\tag{12}
\]
\[
v_{\rm xc}\simeq(\varepsilon_{\rm HOMO}+I)+\int\frac{\rho_{N-1}(\mathbf r_2)-\rho(\mathbf r_2)}{r_{12}}\,d\mathbf r_2-\frac{\alpha}{r^4}+\frac{\alpha}{2r^4} .
\tag{13}
\]
A trial \(u\) for \(v_{\rm H}+v_{\rm xc}\) gives density \(\eta\) and eigenvalues, shifted by \(c=-I-\varepsilon_{\rm HOMO}\). Adding \(v_{\rm H}[\eta]\) to (11), or \(v_{\rm H}[\rho]\) to (9), gives \(u_{\rm new}\); pointwise, respectively,
\[
u_{\rm new}-u=c+v_{\rm H}[\eta]-v_{\rm H}[\rho]+\frac12\left(\frac{\nabla^2\sqrt\rho}{\sqrt\rho}-\frac{\nabla^2\sqrt\eta}{\sqrt\eta}\right).
\tag{14}
\]
\[
u_{\rm new}-u=c+\frac14\left(\frac{\nabla^2\rho}{\rho}-\frac{\nabla^2\eta}{\eta}\right).
\tag{15}
\]
The grid model has three spinless fermions on \(M=45\) points of spacing \(h=0.5\) bohr centred on the origin, \(v=-3/\sqrt{x^2+1}\), repulsion \(1/\sqrt{(x-x')^2+1}\) and a three-point Laplacian.

Exact diagonalization gives \(E_N=-3.405119\) Ha and \(E_0^{N-1}=-3.207704\) Ha, so \(I=0.197415\) Ha. The kernel built from the density matrices by (5) agrees with the Dyson sum (7) over all ion states to \(2\times10^{-15}\) Ha. The reference \(v_{\rm xc}\) comes from an independent route, a Newton solution of \(\rho^{\rm KS}=\rho^{\rm WF}\) with the KS density response function, which uses neither the hole nor \(G\). The inversion leaves the constant free; shifted so that \(\varepsilon_{\rm HOMO}=-I\), its eigenvalues are \(-1.254716\), \(-0.447604\) and \(-0.197415\) Ha. The right sides of (9) and (11), with \(\bar\varepsilon^{\rm WF}\) taken from the Dyson sum, reproduce it at every point to \(4\times10^{-14}\) Ha. In hartree, with the terms grouped as \(v_{\rm hole}\), \(\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}\) and the Pauli difference,
\[
\begin{aligned}
x=0:&\quad-0.86739+(-1.17142+1.41983)+(0.40917-0.41064)=-0.62045,\\
x=1:&\quad-0.79560+(-0.79859+1.01628)+(0.37449-0.35699)=-0.56041,\\
x=2:&\quad-0.71219+(-0.41205+0.52546)+(0.12708-0.13131)=-0.60301,\\
x=9:&\quad-0.14706+(-0.19815+0.20089)+(0.00026-0.00015)=-0.14421,
\end{aligned}
\]
against inversion values of \(-0.62045\), \(-0.56042\), \(-0.60301\) and \(-0.14421\). The hole potential rises steadily over these points while \(v_{\rm xc}\) is higher at \(x=1\) than at 0 and 2 bohr. The sums show the source: from 1 to 2 bohr \(v_{\rm hole}\) rises by 0.083 Ha, but the ionization-energy difference falls by 0.104 Ha and the Pauli difference by 0.022 Ha. The program also tests (14) and (15) for one step from the wrong potential \(u=\tfrac23v_{\rm H}\), and it solves both fixed-point equations starting from \(v_{\rm H}+v_{\rm hole}\), reaching the inverted potential, constant included, to \(8\times10^{-12}\) Ha for RKS and \(4\times10^{-14}\) Ha for mRKS.

At \(x=9\) bohr the limits behind (13) are asserted within 0.01 Ha. The values are \(\bar\varepsilon^{\rm KS}+I=-0.0007\), \(\bar\varepsilon^{\rm WF}+I=-0.0035\) and \(v_{\rm xc}-v_{\rm hole}=0.0029\) Ha, and \(v_{\rm hole}\) lies \(0.14706-0.14327=0.0038\) Ha below the potential of \(\rho_{N-1}-\rho\). The \(r^{-4}\) terms are not tested, and the point is not in their regime: they predict a ratio of 2 between the last figure and \(|\bar\varepsilon^{\rm WF}+I|\), while the numbers give 1.1. The correction in (12) is large here. With \(\kappa=\sqrt{2\times0.1974}=0.63\) bohr\(^{-1}\) and the lowest excitation energy of the ion, \(I_1-I=0.37\) Ha (the gap between the two lowest eigenvalues of the two-particle Hamiltonian, not among the printed values), it is \(2\times0.63/(0.37\times9)=0.38\). An enhancement of \(b_k\) by a factor \(f\) multiplies the hole term by \(f\) and the energy term by \(f^2\), lowering the ratio to \(2/f\). The first-order term alone, \(f=1.38\), gives 1.45, while the value 1.1 needs \(f\approx1.8\); projecting on the lowest excited ion state, which carries 99% of the energy term, gives \(f=1.79\) (not among the printed values). The nearby end of the grid supplies little of the rest: on a grid extended to \(\pm15\) bohr, where \(I\) rises by \(2.5\times10^{-4}\) Ha, \(f\) is 1.71 and the ratio is 1.15 at 9 bohr and 1.27 at 12 bohr. Which of the terms neglected in (12) supply the remainder is not determined here. The potential \(-0.143\) Ha is itself still below the monopole value \(-1/\sqrt{82}=-0.110\) Ha. The sign is that of the next term for a symmetric removed density in one dimension, \(-\langle x'^2\rangle/x^3\), when its second moment is positive.

A molecular calculation provides \(\Psi\) in a finite orthonormal set of real orbitals \(\varphi_p\), and the formulas must be read again. With creation and annihilation operators for spin orbitals and \((pr|st)=\iint\varphi_p\varphi_r(\mathbf r)\,r_{12}^{-1}\varphi_s\varphi_t(\mathbf r_2)\), the Hamiltonian in the basis is \(H=\sum h_{kr}a_k^\dagger a_r+\tfrac12\sum(kr|st)\,a_k^\dagger a_s^\dagger a_ta_r\). Moving \(a_p\) to the right with the anticommutation rules gives \([a_p,a_k^\dagger a_r]=\delta_{pk}a_r\) and \([a_p,a_k^\dagger a_s^\dagger a_ta_r]=(\delta_{pk}a_s^\dagger-\delta_{ps}a_k^\dagger)a_ta_r\). The second piece contributes \(-\tfrac12\sum(kr|pt)a_k^\dagger a_ta_r=+\tfrac12\sum(kr|pt)a_k^\dagger a_ra_t\), which after the renaming \(k\to s\), \(r\leftrightarrow t\) and the symmetry \((st|pr)=(pr|st)\) equals the first piece. Therefore
\[
G_{pq}\equiv\langle a_q^\dagger[a_p,H]\rangle=\sum_rh_{pr}\langle a_q^\dagger a_r\rangle+\sum_{rst}(pr|st)\langle a_q^\dagger a_s^\dagger a_ta_r\rangle ,
\tag{16}
\]
with a sum over the common spin of \(p\) and \(q\) understood from here on. Removing one or two electrons gives the amplitudes \(\sqrt N\,\Psi\) and \(\sqrt{N(N-1)}\,\Psi\), so \(\gamma=\sum\varphi_r(\mathbf r)\varphi_q(\mathbf r')\langle a_q^\dagger a_r\rangle\) and \(2\Gamma=\sum\varphi_r(\mathbf r)\varphi_t(\mathbf r_2)\varphi_q(\mathbf r')\varphi_s(\mathbf r_2')\langle a_q^\dagger a_s^\dagger a_ta_r\rangle\). Multiplying (5) by \(\varphi_p(\mathbf r)\varphi_q(\mathbf r')\) and integrating then reproduces (16) term by term: \(G_{pq}\) is the matrix of the kernel. As a function of \(\mathbf r'\) the kernel lies in the basis; as a function of \(\mathbf r\) it does not, because \(h\varphi_r\) and the repulsion term leave it. The RKS method takes the projected kernel,
\[
\bar\varepsilon^{\rm WF}=\frac1{\rho^{\rm WF}}\sum_{pq}G_{pq}\varphi_p\varphi_q .
\tag{17}
\]
This is the object that keeps the meaning (7). For full configuration interaction (FCI), \(H\Psi=E_N\Psi\) holds within the basis, so \(G_{pq}=\langle a_q^\dagger a_pH\rangle-\langle a_q^\dagger Ha_p\rangle=\langle a_q^\dagger(E_N-H)a_p\rangle\), and inserting the ion states of the same basis gives (7) with basis-set Dyson orbitals.

Symmetry of \(G_{pq}\) needs less than an eigenstate. The Leibniz rule gives \(\langle[a_q^\dagger a_p,H]\rangle=\langle a_q^\dagger[a_p,H]\rangle+\langle[a_q^\dagger,H]a_p\rangle\). For real \(\Psi\) and real \(H\) an expectation value equals that of the adjoint operator, and \(([a_q^\dagger,H]a_p)^\dagger=-a_p^\dagger[a_q,H]\), so \(\langle[a_q^\dagger a_p,H]\rangle=G_{pq}-G_{qp}\). Under the orbital rotation \(\Psi\to e^{\theta K}\Psi\) with \(K=a_q^\dagger a_p-a_p^\dagger a_q\),
\[
\frac{dE}{d\theta}\Big|_0=\langle[H,K]\rangle=-(G_{pq}-G_{qp})+(G_{qp}-G_{pq})=-2(G_{pq}-G_{qp}) .
\tag{18}
\]
The matrix is symmetric exactly when the energy is stationary under all orbital rotations. The program tests this on cases that fall on both sides: the largest asymmetry is \(2\times10^{-8}\) Ha for FCI beryllium and 0.0113 Ha for configuration interaction among five unrelaxed Hartree–Fock (HF) orbitals, and on the grid \(1\times10^{-15}\) Ha for the exact state and 0.0527 Ha for the determinant of bare orbitals. For a nonstationary \(\Psi\), (17) sees only the symmetric part of \(G\), since \(\varphi_p\varphi_q\) is symmetric, and the reading in terms of ion states is lost.

For a determinant, \(\langle a_q^\dagger a_s^\dagger a_ta_r\rangle=\delta_{qr}\delta_{st}-\delta_{qt}\delta_{sr}\) over occupied spin orbitals. In a closed shell the exchange term requires equal spins and each spin carries \(\gamma/2\), so its spin sum is \(2(\gamma/2)(\gamma/2)\) and \(2\Gamma(\mathbf r,\mathbf r_2;\mathbf r',\mathbf r_2)=\gamma(\mathbf r,\mathbf r')\rho(\mathbf r_2)-\tfrac12\gamma(\mathbf r,\mathbf r_2)\gamma(\mathbf r_2,\mathbf r')\). In (5) this gives \(G=\hat F\gamma\), where \(\hat Ff=(h+v_{\rm H})f-\tfrac12\int\gamma(\mathbf r,\mathbf r_2)f(\mathbf r_2)r_{12}^{-1}d\mathbf r_2\) is the Fock operator. For HF orbitals \(G=\sum_i2\varepsilon_i^{\rm HF}\phi_i\phi_i\), which the program asserts for beryllium, and \(\bar\varepsilon^{\rm WF}\) is the average of HF orbital energies. Where the equations hold pointwise, the derivation of (9) and (11) applies unchanged and the formula gives the local potential that reproduces the HF density; in a finite basis this is subject to the residuals derived below.

The ionization energy can be estimated from \(G\) and \(\gamma\). For an FCI state and the trial ion state \(\chi=\sum_pc_pa_p\Psi\),
\[
\frac{-c^{\mathsf T}Gc}{c^{\mathsf T}\gamma c}=\frac{\langle\chi|H-E_N|\chi\rangle}{\langle\chi|\chi\rangle}\ge I ,
\]
with \(I\) the ionization energy in the same basis; the spin sum adds numerators and denominators that each obey the bound. The stationary points solve the extended Koopmans problem \(Gc=\lambda\gamma c\), and the minimum of the quotient, \(I_{\rm EKT}=-\lambda_{\max}\), is an upper bound to \(I\). On the grid the two are 0.197417 and 0.197415 Ha.

The projection changes both balances. Let \(P\) project on the basis. The matrix KS equations say \(P(h+u)\phi_i=\varepsilon_i\phi_i\), so \((h+u)\phi_i=\varepsilon_i\phi_i+(1-P)(h+u)\phi_i\). Define
\[
R^{\rm KS}=\sum_in_i\phi_i\,(1-P)(h+u)\phi_i,\qquad R^{\rm WF}=G(\mathbf r,\mathbf r)-\sum_{pq}G_{pq}\varphi_p\varphi_q .
\]
Both integrate to zero, since each is a sum of products of a basis function with a function orthogonal to the basis. The right sides of (3) and (6) become \(\bar\varepsilon^{\rm KS}+R^{\rm KS}/\eta\) and \(\bar\varepsilon^{\rm WF}+R^{\rm WF}/\rho\). Repeating the addition that led to (14), the KS part acquires \(-R^{\rm KS}/\eta\) and the WF part, where \(\bar\varepsilon^{\rm WF}\) enters with a minus sign, acquires \(+R^{\rm WF}/\rho\). The mRKS fixed point obeys
\[
0=c+v_{\rm H}[\eta]-v_{\rm H}[\rho]+\frac12\left(\frac{\nabla^2\sqrt\rho}{\sqrt\rho}-\frac{\nabla^2\sqrt\eta}{\sqrt\eta}\right)+\frac{R^{\rm WF}}{\rho}-\frac{R^{\rm KS}}{\eta} .
\tag{19}
\]
If the densities were equal, multiplying by \(\rho\) and integrating would give \(Nc=0\), and (19) would then require \(R^{\rm WF}=R^{\rm KS}\) at every point, which is not enforced in general; an exception is a two-electron Hartree–Fock singlet, where the KS equation coincides with the Hartree–Fock equation in the same basis and the two residuals are equal. In a finite basis the method is therefore in general not an inversion of \(\rho^{\rm WF}\), and \(c\) can differ from zero only together with a density mismatch. Only the difference of the residuals enters (19). Solving (3) directly for the potential, with the same orbitals and shifted eigenvalues, keeps one residual whole:
\[
v_{\rm direct}\equiv\bar\varepsilon^{\rm KS}-\frac{\tau_L^{\rm KS}}{\eta}-v-v_{\rm H}[\eta]=v_{\rm xc}+c-\frac{R^{\rm KS}}{\eta} .
\tag{20}
\]
Gaussian functions have finite values and derivatives at a nucleus of charge \(Z\), so every term in the definition of \(v_{\rm direct}\) is finite there except \(-v=+Z/r\), which diverges. For exact orbitals \(\tau_L/\rho\) diverges as \(+Z/r\) and cancels it, as (3) requires. Every term of (11) with (17) is finite in the same basis, since \(v\) enters only through matrix elements.

The worked example is the beryllium atom, \(Z=4\), at the FCI level in the cc-pVDZ basis of 14 orbitals, with (11) solved self-consistently in that basis, the Hartree potential taken from the KS density and the eigenvalues shifted to \(\varepsilon_{2s}=-I_{\rm EKT}\). The energies are \(-14.572338\) Ha for HF, \(-14.617410\) Ha for FCI and \(-14.276016\) Ha for Be\(^+\). Their difference gives \(I=0.341393\) Ha (9.290 eV), and the extended Koopmans value is \(0.341570\) Ha (9.295 eV), above it by \(1.8\times10^{-4}\) Ha as the bound demands; the measured ionization energy is roughly 9.3 eV. The program asserts that (16) equals \(\langle a_q^\dagger(E_N-H)a_p\rangle\) computed by acting with \(H\) on three-electron vectors, that the hole holds \(-1\) electron at every radial point, and that the grid integral \(\tfrac12\int\rho v_{\rm hole}=-2.747634\) Ha added to \(E_{\rm H}=7.208207\) Ha gives \(V_{ee}\): the sum is 4.460573 against 4.460572 Ha. The trace relation can be read off as well, \(E+V_{ee}=-14.617410+4.460572=-10.156838\) Ha against \(\operatorname{tr}G=-10.156837\) Ha. The terms of (11), in hartree and grouped as before, are
\[
\begin{aligned}
r=0.1:&\quad-3.47795+(-4.01294+4.58418)+(0.00325-0.00096)=-2.9044,\\
r=0.5:&\quad-1.85254+(-4.12177+4.68105)+(0.22644-0.20823)=-1.2751,\\
r=1.0:&\quad-0.78840+(-2.51302+2.76055)+(2.46783-2.49444)=-0.5675,\\
r=2.0:&\quad-0.48600+(-0.34995+0.37241)+(0.02760-0.00633)=-0.4423,\\
r=4.0:&\quad-0.28764+(-0.34157+0.35729)+(0.00655-0.00007)=-0.2654 .
\end{aligned}
\]
These sums hold by self-consistency and are not a check on the potential; what they show is its make-up. All beryllium figures belong to this one basis, which has no core-correlation functions and whose FCI energy lies about 0.05 Ha above the exact nonrelativistic value of about \(-14.667\) Ha; how far the potential, the 1s eigenvalue and the step below move in a larger basis was not determined, and the digits shown are not those of the exact \(v_{\rm xc}\). The ionization-energy difference is a step of 0.57 and 0.56 Ha at the two inner points, 0.25 Ha at 1 bohr and 0.02 Ha outside. With two orbitals, \(\bar\varepsilon^{\rm KS}=\varepsilon_{1s}+w\,(\varepsilon_{2s}-\varepsilon_{1s})\), where \(w\) is the 2s share of the density, and the shifted eigenvalues \(-4.145359\) and \(-0.341570\) Ha are 3.803789 Ha apart. This gives \(w=0.035\) at 0.1 bohr, \(0.006\) at 0.5 bohr and \((4.145359-2.51302)/3.803789=0.43\) at 1 bohr. The drop of \(\bar\varepsilon^{\rm KS}\) from 0.1 to 0.5 bohr is thus a drop in the 2s share, as expected if the radial node of the 2s orbital is near the second point, whose position was not computed. In the core \(\bar\varepsilon^{\rm KS}\) is close to \(\varepsilon_{1s}\), and \(\bar\varepsilon^{\rm WF}=-4.68\) Ha at 0.5 bohr is close to the HF value \(-4.732\) Ha; the height of the step is within 0.03 Ha of the difference \(4.732-4.145=0.587\) Ha between the two 1s energies. For two orbitals (10) can be written with \(a_1=\cos\theta\), \(a_2=\sin\theta\), giving \(\tau_P^{\rm KS}/\eta=\tfrac12(d\theta/dr)^2\). The value 2.49 Ha at 1 bohr means \(|d\theta/dr|=2.2\) bohr\(^{-1}\), the changeover from core to valence, and it cancels against the WF term to 0.027 Ha, about 1% of either. At 4 bohr \(r\,v_{\rm xc}=-1.06\) Ha bohr. This is the sum of \(r\,v_{\rm hole}=-1.15\) and \(+0.09\) Ha bohr from the other terms, so the point is not yet asymptotic and the closeness to the limit \(-1\) is not a test of it.

The basis error shows as a density mismatch together with a nonzero \(c\), the combination that (19) allows; \(R^{\rm WF}\) was not computed, so (19) is not evaluated term by term here. The densities differ by \(\int|\rho^{\rm KS}-\rho^{\rm WF}|=0.021\) electron, 0.5% of the four electrons, and \(c=0.0022\) Ha, so the converged potential has its own HOMO eigenvalue at \(-0.341570-0.002166=-0.343736\) Ha. Equation (20) yields the KS residual: \(-R^{\rm KS}/\eta=v_{\rm direct}-v_{\rm xc}-c\) is \(-3.61267+2.90441-0.00217=-0.710\) Ha at 0.1 bohr, and \(-0.036\), \(+0.133\), \(-0.013\) and \(+0.013\) Ha at the other four radii. It must change sign somewhere because \(R^{\rm KS}\) integrates to zero. At \(10^{-4}\) bohr \(r\,v_{\rm direct}=3.94\) Ha bohr, close to \(Z=4\), while the mRKS potential is \(-3.16\) Ha; the program asserts \(r\,v_{\rm direct}>3.5\) Ha bohr and \(|v_{\rm xc}|<10\) Ha at this point.

With unequal densities (9) and (11) are different equations, and their right sides differ by \(\tau_W^{\rm WF}/\rho-\tau_W^{\rm KS}/\eta\). Evaluated on the mRKS orbitals this is \(-0.008\), \(-0.051\) and \(+0.021\) Ha at 0.1, 0.5 and 1 bohr, and below 0.001 Ha at 2 and 4 bohr. Since \(\tau_W/\rho=\tfrac18|\nabla\ln\rho|^2\), to first order the difference is \(\tfrac14\nabla\ln\rho\cdot\nabla\ln(\rho/\eta)\), so a small mismatch is magnified where the density is steep. The printed densities give \(\ln(\rho/\eta)=-0.0016\), \(0.0035\) and \(0.017\) at the three inner radii, chord slopes of 0.013 and 0.027 bohr\(^{-1}\) on the two sides of 0.5 bohr, and chord slopes of \(\ln\rho\) of \(-7.5\) and \(-5.9\) bohr\(^{-1}\) on the two sides. A quarter of the product of the mean slopes is about \(-0.03\) Ha, of the sign and rough size of the printed \(-0.051\) Ha. The chords do not bracket the local slope: the positive value at 1 bohr, where \(\rho\) is falling, means that \(\ln(\rho/\eta)\) is already decreasing there. The modified form omits this term, which vanishes for equal densities and carries only basis error.

The energies are subject to the same reservation. For equal densities the KS partition \(E=T_s+V+E_{\rm H}+E_{\rm xc}\), with \(T_s=\int\tau^{\rm KS}\), compared with \(E=T+V+V_{ee}\) gives \(E_{\rm xc}=\tfrac12\int\rho\,v_{\rm hole}+T_c\) with \(T_c=T-T_s\). Here \(T_c=14.613405-14.589066=0.0243\) Ha and \(E_{\rm xc}=-2.747634+0.024339=-2.723\) Ha. This \(T_s\) belongs to \(\rho^{\rm KS}\) and not to \(\rho^{\rm WF}\), and \(T_c\) is only 0.17% of \(T\), so a relative error of \(10^{-3}\) in \(T_s\) caused by the mismatch would change \(T_c\) by more than half. The figure describes this basis and this procedure, and its distance from the complete-basis value is not determined by the calculation.

## Computed values

```
A: M = 45 points, h = 0.5 bohr, Z = 3.0, N = 3 spinless
E(N) = -3.405119 Ha, E(N-1) = -3.207704 Ha
I = 0.197415 Ha, I_EKT = 0.197417 Ha
KS eps (Ha): -1.254716 -0.447604 -0.197415
max|G - G_Dyson| = 1.9e-15 Ha
max|G - G^T|: exact 1.4e-15, bare det 0.0527 Ha
max|formula - inversion|: RKS 4.3e-14, mRKS 4.2e-14 Ha
max|fixed point - inversion|: RKS 7.9e-12, mRKS 4.1e-14 Ha
x(bohr) rho(1/bohr) vhole eKS eWF tauP_WF/rho tauP_KS/rho vxc (Ha)
0.0 0.65096 -0.86739 -1.17142 -1.41983 0.40917 0.41064 -0.62045
1.0 0.42402 -0.79560 -0.79859 -1.01628 0.37449 0.35699 -0.56042
2.0 0.29692 -0.71219 -0.41205 -0.52546 0.12708 0.13131 -0.60301
4.0 0.12537 -0.49541 -0.23155 -0.26627 0.01341 0.01486 -0.46213
6.0 0.03290 -0.29375 -0.20390 -0.21559 0.00267 0.00230 -0.28169
9.0 0.00222 -0.14706 -0.19815 -0.20089 0.00026 0.00015 -0.14421
potential of rho(N-1)-rho(N) at x = 9.0 bohr: -0.14327 Ha
B: Be, FCI/cc-pVDZ, 14 orbitals
E(HF) = -14.572338, E(FCI) = -14.617410, E(Be+) = -14.276016 Ha
I_EKT = 0.341570 Ha = 9.2946 eV
I(DeltaFCI) = 0.341393 Ha = 9.2898 eV
max|G - G^T|: FCI 2.1e-08, CASCI(4,5) 0.0113 Ha
tr G = -10.156837, V_ee = 4.460572, E_H = 7.208207 Ha
shifted eps_1s = -4.145359, eps_2s = -0.341570 Ha
HF eps_1s = -4.732326, eps_2s = -0.309039 Ha
residual shift c = 0.002166 Ha, int|rhoKS - rhoWF| = 0.02120 electrons
T = 14.613405, T_s = 14.589066, T_c = 0.024339 Ha
(1/2) int rho vhole = -2.747634, plus T_c = -2.723295 Ha
r(bohr) rhoWF rhoKS (1/bohr^3); vhole eKS eWF tauP_WF/rho tauP_KS/rho vxc (Ha)
0.1 16.02197 16.04762 -3.47795 -4.01294 -4.58418 0.00325 0.00096 -2.90441
0.5 0.79185 0.78905 -1.85254 -4.12177 -4.68105 0.22644 0.20823 -1.27505
1.0 0.04178 0.04108 -0.78840 -2.51302 -2.76055 2.46783 2.49444 -0.56748
2.0 0.01619 0.01638 -0.48600 -0.34995 -0.37241 0.02760 0.00633 -0.44228
4.0 0.00118 0.00117 -0.28764 -0.34157 -0.35729 0.00655 0.00007 -0.26544
r(bohr); tau_W/rho WF minus KS, direct-inversion vxc (Ha)
0.1 -0.00791 -3.61267
0.5 -0.05059 -1.30909
1.0 0.02068 -0.43267
2.0 0.00061 -0.45289
4.0 -0.00019 -0.24988
r = 1e-04 bohr: vxc(mRKS) = -3.1577 Ha, r*vxc(direct) = 3.9377 Ha bohr
```
